Initial-spin selection in Hartree-Fock transport through a symmetric Anderson dot

**Problem**

A single dot level at energy −U/2, with repulsion U between its two spin states, is joined at t = 0 to a left and a right lead. The Hamiltonian for t > 0 is

H = −(U/2)(n↑ + n↓) + U n↑n↓ + Σ_{kσ} E_k c†_{kσ}c_{kσ} + Σ_{kσ} v_k(d†_σ c_{kσ} + c†_{kσ}d_σ),

where k runs over both leads. The leads have flat, wide bands, temperature T and chemical potentials +V/2 (left) and −V/2 (right). Units are ħ = k_B = e = 1, and currents are particle currents. Each lead contributes a level width

Γ_α = 2π Σ_{k∈α} v_k² δ(E−E_k) = Γ/2.

Initially the dot is uncorrelated with the spin-symmetric leads. Its mean charge is one and its imbalance is m(0) = m0, where m = ⟨n↑⟩ − ⟨n↓⟩.

(a) Reduce the unrestricted Hartree-Fock (UHF) dynamics to one equation for m(t).
(b) Find its steady states and their stability for U = 60Γ, T = 10Γ, V = 10Γ, and determine what m0 = +0.02, −0.02 and 1 lead to.
(c) Decide which of these features the exact evolution can have.
(d) Compare the steady currents.

The parameters are round model values and describe no particular device.

**Hints**

1. In UHF each spin is a noninteracting level with a time-dependent energy. Eliminate the lead operators first.
2. The Fourier transform of a Fermi function is a sum over its poles.
3. Exact evolution is linear in the initial density matrix. Ask whether UHF evolution is.
4. For Γ much smaller than T, count the transitions that change the dot's spin.

**Solution**

*(a) The equation for the moment*

UHF replaces U n↑n↓ by a mean field. The start has no spin coherence and H conserves each spin, so we keep ⟨d†↑d↓⟩ = 0. From here on n_σ denotes an expectation value. The levels are

ε_σ(t) = −U/2 + U n_{−σ}(t) = U[n_{−σ}(t) − 1/2].

The Heisenberg equations, with the spin index suppressed, are

i ḋ = ε d + Σ_k v_k c_k,  i ċ_k = E_k c_k + v_k d.

Integrating the second gives

c_k(t) = e^{−iE_k t}c_k(0) − i v_k ∫₀ᵗ ds e^{−iE_k(t−s)} d(s).

On insertion into the first, Σ_k v_k² e^{−iE_k(t−s)} becomes Γδ(t−s) for a flat wide band. The delta function sits at the end of the integration range and counts half:

ḋ = −(iε + Γ/2)d − i Σ_k v_k e^{−iE_k t}c_k(0).

The solution is d(t) = [term in d(0)] + Σ_k v_k a(E_k,t)e^{−iE_k t}c_k(0), where

a(E,t) = −i ∫₀ᵗ dτ e^{iEτ − Γτ/2 − iφ(τ)},  φ(τ) = ∫_{t−τ}^t ε(s) ds.

Now differentiate n = ⟨d†d⟩. The source term contributes 2Re[−i Σ_k v_k² f_k a*] = −2 Σ_k v_k² f_k Im a. Separating the leads gives ṅ = I_L + I_R, with the current from lead α into the dot

I_α = −Γ_α n − 2Γ_α ∫ dE/(2π) f_α(E) Im a(E,t).

Write f_α = 1/2 + (f_α − 1/2). With a symmetric energy cutoff, ∫dE/(2π) a = −i/2, so the constant 1/2 contributes +Γ_α/2 to I_α. For the remainder, close the energy contour in the upper half-plane. The Fermi function with zero chemical potential has poles at iω_n, ω_n = (2n+1)πT, with residue −T. For τ > 0,

∫ dE/(2π) [f(E) − 1/2]e^{iEτ} = −iT Σ_{n≥0} e^{−ω_nτ} = −iT/[2 sinh(πTτ)].

A chemical potential μ multiplies this by e^{iμτ}, so the average over the two leads brings cos(Vτ/2). Define

K(τ) = T e^{−Γτ/2} cos(Vτ/2)/sinh(πTτ).

With f̄ = (f_L + f_R)/2, the factors combine as (−i)(−i)/2 = −1/2:

∫ dE/(2π) (f̄ − 1/2)a = −(1/2)∫₀ᵗ dτ K e^{−iφ}.

Its imaginary part is +(1/2)∫K sin φ. Therefore

ṅ_σ = −Γ(n_σ − 1/2) − Γ∫₀ᵗ dτ K(τ) sin φ_σ(τ).

If n↑ + n↓ = 1, then ε↑ = −Um/2 = −ε↓ and the two sines cancel in the sum. The total charge therefore remains one. Subtracting the spin equations gives

dm/dt = −Γm + 2Γ ∫₀ᵗ dτ K(τ) sin θ(τ),  θ(τ) = (U/2)∫_{t−τ}^t m(s) ds.  (1)

The first term is escape into the leads. The second is feedback: a majority of up electrons lowers the up level and favours its refilling. Although K diverges as 1/(πτ) at small τ, sin θ vanishes linearly, so the integral is finite.

For the current, take J = (I_L − I_R)/2, summed over spin. The n and constant terms cancel. The difference of the two phase factors is 2i sin(Vτ/2), so −iT/(2 sinh) becomes T sin(Vτ/2)/sinh. With the −i in a and the −2 in I_α, each spin gives half of

J = Γ ∫₀ᵗ dτ T e^{−Γτ/2} sin(Vτ/2) cos θ(τ)/sinh(πTτ).  (2)

As a test of this reduction, UHF was also propagated with 200 explicit lead levels, alternately left and right and 1.2Γ apart. From m0 = 0.4, at time 2/Γ, it gave m = 0.578 and a transferred charge of 0.151. Equations (1) and (2) gave 0.574 and 0.152, agreement within 1% of either value.

*(b) Steady states and selection*

For constant m put x = Um/2 and let t → ∞. Equation (1) becomes m = 2∫₀^∞K sin(xτ)dτ. Use

1/sinh(πTτ) = 2Σ_n e^{−ω_nτ},
cos(Vτ/2)sin(xτ) = (1/2)Σ_± sin(y_±τ),  y_± = x ± V/2.

Since ∫₀^∞e^{−bτ}sin(yτ)dτ = y/(b²+y²),

m = 2T Σ_n Σ_± y_±/[(ω_n+Γ/2)² + y_±²].

The digamma function ψ has Im ψ(p+iq) = Σ_n q/[(n+p)²+q²]. Taking out 2πT from each denominator gives

m = F(m) = (1/π) Σ_± Im ψ(1/2 + [Γ/2 + i(Um/2 ± V/2)]/(2πT)).  (3)

The value m = 0 is always a solution. To test its stability, insert a small m = δe^{λt} at times beyond the kernel's memory. Then θ = (U/2)δe^{λt}(1−e^{−λτ})/λ, and

λ + Γ = ΓU ∫₀^∞dτ K(τ)(1−e^{−λτ})/λ.

Expanding 1/sinh again and using ψ(z+s)−ψ(z) = Σ_n[1/(n+z) − 1/(n+z+s)], we find

λ(λ+Γ) = (ΓU/π) Re[ψ(z+λ/(2πT)) − ψ(z)],  z = 1/2 + (Γ+iV)/(4πT).  (4)

Divide (4) by λ and let λ → 0. A real rate passes through zero at

U_c = 2π²T/Re ψ′(z).  (5)

For U > U_c the divided right side starts above Γ and falls to zero at large λ, while the left side starts at Γ and rises. They cross at some λ > 0, so m = 0 is unstable.

In the example U_c = 43.6Γ, hence U/U_c = 60/43.6 = 1.38. Equation (4) gives λ = 0.363Γ. Propagation from m0 = 10⁻⁶ gives the same rate to three digits. By contrast, at U = 0.9U_c, with T and V held fixed, a start at 0.5 has fallen to 0.008 by time 40/Γ.

A scan of F(m) − m from 0.001 to 1 in steps of 0.001 finds one sign change. Its root is m* = 0.809, and −m* follows because F is odd. The spin levels lie at ∓Um*/2 = ∓24.3Γ.

Near m*, linearizing the sine in (1) adds a factor cos(Um*τ/2) to the integral for λ. Suppose Re λ ≥ 0. Then

|(1−e^{−λτ})/λ| = |∫₀^τe^{−λs}ds| ≤ τ,  |λ+Γ| ≥ Γ.

Such a root would require

B = U∫₀^∞dτ τ|K(τ)cos(Um*τ/2)| ≥ 1.

The computed value is B = 0.90, so no such root exists and both magnetic states are linearly stable solutions of (1). Equation (1) keeps the moment on one axis; by spin symmetry, a moment turned to another axis would also be stationary. B is a bound used to exclude growth; it is not a relaxation rate.

The trajectories are:

Γt = 0: m = ±0.020
Γt = 5: m = ±0.114
Γt = 10: m = ±0.506
Γt = 20: m = ±0.806
Γt = 40: m = ±0.809

The upper and lower signs belong to m0 = +0.02 and −0.02. The start m0 = 1 also ends at +0.809. For these starts the sign of the imbalance selects the state, while its size is forgotten. A start at m0 = 0 stays there, because m(t) = 0 solves (1).

*(c) What the exact evolution permits*

Let P↑ and P↓ be the initial probabilities that the dot holds a single up or down electron; it may also be empty or doubly occupied. Exact evolution is linear in the initial density matrix, so m(t) is the sum of the moments evolved from these four starts, weighted by their probabilities.

Spin reversal leaves H and the leads unchanged and reverses S = n↑ − n↓, here an operator. If the up start gives moment R(t), the down start gives −R(t). The empty and double starts map to themselves and give zero. Since P↑ − P↓ = m0,

m(t) = m0 R(t),  |R(t)| ≤ 1.  (6)

The bound holds because S has eigenvalues −1, 0 and 1. No approximation in U, Γ, T or V has entered. Exact evolution therefore cannot take 0.02 to 0.809, which would need R ≈ 40. A pair of magnetic states that attracts arbitrarily small imbalances is absent at any coupling. UHF can violate (6) because its Hamiltonian depends on its own density, so its evolution is not linear in the initial state.

A small closed system shows the violation directly. Take five bath levels at −2, −1, 0, 1, 2, hopping 0.2185, U = 6 and T = 0.4, all in one arbitrary energy unit. From m0 = 0.1, UHF reaches 0.414 at time 5. Full many-body evolution gives 0.093 at the same time.

Equation (6) alone does not say that R decays, and for m0 = 1 it would allow a final moment of 0.809. To settle this, consider Γ/T → 0 at fixed U/T and V/T. An up electron can leave for an empty lead state k, changing the energy by Δ = E_k + U/2, or a down electron can enter from k, with Δ = U/2 − E_k. Either event changes S from 1 to 0. Second-order perturbation theory gives

1−R = Σ_k v_k²[(1−f_k)g(E_k+U/2) + f_k g(E_k−U/2)],  g(Δ) = 4sin²(Δt/2)/Δ².

For the same five levels, U and T, with hopping 0.006 and time 3, this loss is 2.868×10⁻⁵. Many-body evolution gives 2.869×10⁻⁵.

In a continuum, once t exceeds the thermal memory time, the loss grows at the rate found by replacing g with 2πtδ(Δ). The short initial transient also leaves a constant offset of order Γ/T, which vanishes in the limit considered here. Since f̄(−E) = 1−f̄(E), both processes have rate Γq, where q = f̄(U/2). Refilling an empty dot, or emptying a double one, favours neither spin. With P0 and P2 the probabilities of the empty and double states,

dP_σ/dt = −2Γq P_σ + Γ(1−q)(P0+P2),
dm/dt = −2Γq m.  (7)

The single-electron probability P1 = P↑+P↓ obeys dP1/dt = −2ΓP1 + 2Γ(1−q). The difference P0−P2 decays at rate 2Γ(1−q). The stationary state is therefore unique:

P↑ = P↓ = (1−q)/2,  P0 = P2 = q/2,  m = 0.

UHF keeps its magnetic states in this same limit. There 2∫₀^∞dτ T sin(yτ)/sinh(πTτ) = tanh(y/2T), so F(m) = (1/2)Σ_±tanh[(Um±V)/(4T)]. Its slope at zero is (U/4T)/cosh²(V/4T). Here U/4T = 1.5 and cosh²(1/4) < 1.5, so the slope exceeds one. The disagreement thus survives where the rate equation is controlled.

For the example,

2Γq = Γ[1/(e^{2.5}+1) + 1/(e^{3.5}+1)] = 0.105Γ,

a lifetime of 9.5/Γ. At time 40/Γ, leading order leaves 0.015 of a unit initial moment, whereas UHF retains 0.809.

The next spin-flip process exchanges electrons with the leads through an empty or double virtual state. At E = 0 each costs U/2. The two tunnelling bilinears have different spins and commute, so their contributions add to an amplitude of size v_kv_{k′}(4/U). The flip rate is 2π(Γ/2π)²(4/U)²W, with W = ∫f̄(1−f̄)dE. Each flip changes S by two, so m decays at twice this rate:

(Γ²/π)(4/U)²W = 0.015Γ.

This is about 14% of the leading decay rate. It estimates one neglected process and does not bound the total error of (7).

*(d) Currents*

Equation (2) contains cos θ, so +m* and −m* carry the same current, 0.0386Γ. The unstable UHF state at m = 0 would carry 0.119Γ.

In the rate equation, each pair of states joined by a tunnelling event has total probability 1/2. Two such pairs have transition energy −U/2 and two have +U/2. With w(E) = f_L(E)−f_R(E), an even function,

I_L − I_R = (Γ/2)(1/2)[2w(−U/2)+2w(U/2)] = Γw(U/2).

Half of this is the current:

J = (Γ/2)[1/(e^{2.5}+1) − 1/(e^{3.5}+1)] = 0.0233Γ.

Relative to this leading-order value, the magnetic UHF current is 1.7 times as large and the nonmagnetic one 5.1 times. In the limit Γ/T → 0, equation (2) gives J = (Γ/2)w(Um/2). In the example Γ/T = 0.1, so this holds approximately: the magnetic solution evaluates the same function near 24.3Γ instead of 30Γ, while the nonmagnetic one puts the level at the centre of the bias window. A false moment can therefore accompany a less inaccurate current.

**Variation 1: zero temperature with bias**

As T → 0, T/sinh(πTτ) → 1/(πτ). Since ∫₀^∞e^{−Γτ/2}sin(yτ)dτ/τ = arctan(2y/Γ), the steady equation becomes

m = (1/π)[arctan((Um+V)/Γ) + arctan((Um−V)/Γ)].

Set r = V/Γ and u = Um/Γ. Expanding the right side at small u gives

F = (2/π)[u/(1+r²) + (3r²−1)u³/(3(1+r²)³) + …].

Unit slope occurs at U_c = (πΓ/2)(1+r²), which is πΓ/2 without bias. For r > 1/√3 the cubic term is positive. Slightly below U_c, F(m)−m is then negative at very small m and positive at somewhat larger m. It is negative again at m = 1, because each arctangent is below π/2. Magnetic solutions therefore coexist with m = 0 below U_c. The steady equation alone does not tell which starts reach which state: the transient after the leads are joined also moves m, so that question requires propagating (1).

**Variation 2: equilibrium at any coupling**

Set V = 0, keep T > 0 and add a field term −hS. Can the exact equilibrium moment survive as h → 0, even with infinite leads?

For finite leads let p_i be the Boltzmann probabilities of the many-body eigenstates. Static perturbation theory gives

dm/dh = Σ_{ij}|S_ij|²(p_i−p_j)/(E_j−E_i) − ⟨S⟩²/T,

with the limit p_i/T for equal energies. Because E_j−E_i = T ln(p_i/p_j), the fraction equals

(1/T)∫₀¹ds p_i^s p_j^{1−s} ≤ (p_i+p_j)/(2T),

by the weighted inequality between geometric and arithmetic means. Summing gives dm/dh ≤ ⟨S²⟩/T ≤ 1/T. Spin reversal gives m = 0 at h = 0, so |m| ≤ |h|/T. The bound does not depend on the size of the leads. It therefore survives the infinite-lead limit and excludes a spontaneous equilibrium moment for any Γ/T. It does not by itself prove relaxation under bias, for which the result here is the leading-order equation (7).

The numerical output below lists the values used.

Numbers as computed

```
MODEL: energies in Gamma, times in hbar/Gamma
Repulsion U = 60.0 Gamma
Temperature k_B T = 10.0 Gamma
Bias energy eV = 10.0 Gamma
Critical repulsion U_c = 43.6180 Gamma
Slope F'(0) = U/U_c = 1.37558 (dimensionless)
Steady UHF moment m* = 0.808641 (dimensionless)
Moment by spectral quadrature = 0.808641
UHF level shift U m*/2 = 24.2592 Gamma
Predicted growth rate = 0.36343 Gamma/hbar
Propagated growth rate = 0.36344 Gamma/hbar
Magnetic-state stability bound = 0.90007 (<1)
Start 0.5, U=0.9 U_c: m(40) = 0.007772
TRAJECTORIES: moments are dimensionless; rate = leading order
time  UHF m0=+0.02  UHF m0=-0.02  rate m0=+0.02
   0     +0.020000     -0.020000      +0.020000
   5     +0.113760     -0.113760      +0.011821
  10     +0.505859     -0.505859      +0.006987
  15     +0.774758     -0.774758      +0.004130
  20     +0.806042     -0.806042      +0.002441
  40     +0.808649     -0.808649      +0.000298
Start m0=1: UHF m(40) = 0.808649
Start m0=1: leading-rate m(40) = 0.014894
Leading many-body spin decay = 0.105170 Gamma/hbar
Leading spin lifetime = 9.5084 hbar/Gamma
Cotunnelling decay estimate = 0.014727 Gamma/hbar
Cotunnelling/leading decay = 0.1400
CURRENTS: e Gamma/hbar
Either magnetic UHF state = 0.038587
Unstable nonmagnetic UHF state = 0.119296
Leading-order many-body state = 0.023273
EXPLICIT LEADS: start m0=0.4, time 2 hbar/Gamma
Moment: explicit 0.57826, memory 0.57378
Charge/e: explicit 0.15108, memory 0.15209
CLUSTER: 5 bath levels -2,-1,0,1,2; arbitrary energy unit E0
U = 6.0 E0, k_B T = 0.4 E0
Hopping = 0.21851 E0; initial moment = 0.10
Largest sampled UHF moment = 0.41449
Time of that moment = 5.0 hbar/E0
Exact cluster moment at that time = 0.09265
Weak hop = 0.006 E0, time = 3.0 hbar/E0
Weak-hop loss 1-R: exact 2.869450e-05
Weak-hop loss 1-R: second order 2.868238e-05
```
